# The 90 Percent Radius of a Donor Electron in Silicon

## The problem

A donor atom replaces one silicon atom in an otherwise perfect crystal. It binds one extra electron, whose wave function spreads over many unit cells. How large is the sphere, centred on the donor, that contains 90 percent of this electron's density, and how many silicon atoms lie inside it?

The model is as follows. The electron belongs to a single conduction-band valley with an isotropic effective mass \(m\), measured in electron masses. The donor ion attracts it through a Coulomb potential reduced by a dielectric constant \(\varepsilon\), taken to be the same at all distances. In Hartree atomic units the slowly varying envelope \(F(\mathbf r)\) of the wave function obeys

\[
-\frac{1}{2m}\nabla^2F-\frac{1}{\varepsilon r}F=EF ,
\]

where \(E\) is measured from the bottom of the conduction band. Take the round model values \(m=0.30\) and \(\varepsilon=12\). Real silicon has six anisotropic valleys, so a single isotropic mass is a simplification. The silicon lattice itself enters through the edge of its cubic cell, \(L=10.2631\) bohr.

"Electron density" here means \(|F|^2\), the density with its variation inside each crystal cell smoothed out. Whether this smoothing matters for the answer is examined below.

## A tempting solution

Try a spherical, decaying envelope \(F=A\,e^{-r/a}\). For a function of \(r\) alone, \(\nabla^2F=F''+2F'/r\). Here \(F'=-F/a\) and \(F''=F/a^2\), so after division by \(F\) the envelope equation reads

\[
-\frac{1}{2m}\left(\frac{1}{a^2}-\frac{2}{ar}\right)-\frac{1}{\varepsilon r}=E .
\]

This must hold at every \(r\). The terms in \(1/r\) must therefore cancel, and the constant terms must balance:

\[
\frac{1}{ma}=\frac{1}{\varepsilon}\;\Rightarrow\; a=\frac{\varepsilon}{m},
\qquad
E=-\frac{1}{2ma^2}=-\frac{m}{2\varepsilon^2}.
\]

With the given values, \(a=12/0.30=40\) bohr.

The probability of finding the electron between \(r\) and \(r+dr\) is \(4\pi r^2F^2\,dr\), which is proportional to \(r^2e^{-2r/a}\,dr\). Its derivative,

\[
\frac{d}{dr}\left(r^2e^{-2r/a}\right)=2r\left(1-\frac{r}{a}\right)e^{-2r/a},
\]

vanishes at \(r=a\), where the distribution has its maximum. Beyond this radius the exponential takes over. So, the argument goes, the electron lives inside the sphere of radius \(a\) apart from a weak tail, and this sphere may be taken as the one with 90 percent of the density.

The cubic cell of silicon holds eight atoms, so each has a volume \(L^3/8=135.13\) bohr³. The number of sites would then be

\[
\frac{4\pi a^3/3}{L^3/8}\approx 1984 .
\]

## Where the argument fails

The value of \(a\), the energy and the position of the maximum are all correct. The fault is the step from "the distribution is largest at \(a\)" to "most of the distribution lies inside \(a\)". A maximum tells where a curve is highest. It does not tell how much area lies on either side.

The height of the maximum is in fact enough to refute the claim. Let \(t=2r/a\). As shown in the next section, the normalized distribution in this variable is \(\tfrac12t^2e^{-t}\), and the sphere \(r=a\) corresponds to \(t=2\). Between \(t=0\) and \(t=2\) the curve stays below its maximum value \(\tfrac12\cdot4e^{-2}=2e^{-2}\). The area under it is therefore less than that of a rectangle of width 2 and this height:

\[
P(r<a)<2\cdot2e^{-2}=\frac{4}{e^2}<0.6 .
\]

This is a bound and not the value, but it already excludes 90 percent. The actual fraction, found below, is about 32 percent. The greater part of the electron is outside the sphere that was supposed to contain nearly all of it.

A different shortcut fails for a related reason. One might ask where the density \(F^2\) has dropped to one tenth of its central value, which happens at \(2r/a=\ln10\). That condition compares densities at two points and ignores the factor \(r^2\), the growing volume of the shells. The question concerns an integral, and the integral has to be done.

## The right solution

### The envelope is the ground state

The trial function solves the equation, but it should also be shown that no lower state exists. Take any real, normalized envelope \(g(\mathbf r)\) that vanishes at infinity, and let \(\hat{\mathbf r}\) be the unit vector pointing away from the donor. The integral of a square cannot be negative:

\[
0\le\int\left|\nabla g+\frac{\hat{\mathbf r}}{a}g\right|^2d^3r
=\int|\nabla g|^2d^3r+\frac{2}{a}\int g\,\frac{\partial g}{\partial r}\,d^3r+\frac{1}{a^2}.
\]

In the middle term \(2g\,\partial g/\partial r=\partial(g^2)/\partial r\). The volume element contains \(r^2dr\), and integration by parts in \(r\) moves the derivative onto \(r^2\), giving \(-2r\). The boundary terms vanish, so the middle term equals \(-(2/a)\int (g^2/r)\,d^3r\). Dividing the inequality by \(2m\) and using \(1/(ma)=1/\varepsilon\) gives

\[
\frac{1}{2m}\int|\nabla g|^2d^3r-\frac1\varepsilon\int\frac{g^2}{r}\,d^3r\ \ge\ -\frac{1}{2ma^2}.
\]

The left side is the mean energy of \(g\). It reaches the lower limit when the square vanishes everywhere, that is, when \(\nabla g=-\hat{\mathbf r}\,g/a\), whose solution is \(g\propto e^{-r/a}\). This is the ground state. A diagonalization of the radial equation on a grid, which does not use the known solution, gives the same lowest level, \(-1.0417\) millihartree.

### The enclosed fraction

The constant \(A\) follows from normalization. With \(r=at/2\) and \(dr=(a/2)\,dt\),

\[
1=4\pi A^2\int_0^\infty r^2e^{-2r/a}dr
=4\pi A^2\frac{a^3}{8}\int_0^\infty t^2e^{-t}dt
=\pi a^3A^2 ,
\]

because the last integral equals 2. Hence \(F^2=e^{-2r/a}/(\pi a^3)\).

The fraction inside a sphere of radius \(R\) is the same integral with a finite upper limit. Define \(x=2R/a\). The prefactors combine as \(4\pi\cdot\frac{1}{\pi a^3}\cdot\frac{a^3}{8}=\frac12\), so

\[
P(x)=\frac12\int_0^xt^2e^{-t}dt .
\]

Two integrations by parts give

\[
\begin{aligned}
\int_0^xt^2e^{-t}dt&=-x^2e^{-x}+2\int_0^xte^{-t}dt\\
&=-x^2e^{-x}-2xe^{-x}+2\int_0^xe^{-t}dt\\
&=2-e^{-x}\left(x^2+2x+2\right).
\end{aligned}
\]

For \(x\to\infty\) this is 2, the value used in the normalization. Half of it is the enclosed fraction:

\[
P(x)=1-e^{-x}\left(1+x+\frac{x^2}{2}\right).
\]

The sphere of the tempting solution has \(x=2\), and \(P(2)=1-5e^{-2}=0.323\). Direct numerical integration of the density gives the same value.

Two limits help to read the formula. For small \(x\) the exponential in the integrand is close to one, so \(P\approx x^3/6\): the density near the donor is nearly uniform, and the fraction grows as the volume. For large \(x\) the quadratic term dominates the bracket, and the part left outside is \(1-P\approx\tfrac12x^2e^{-x}\). The factor \(x^2\) is what makes the tail so much heavier than the bare exponential suggests.

### Solving for the radius

The condition \(P=0.9\) is

\[
e^{-x}\left(1+x+\frac{x^2}{2}\right)=0.1 .
\]

Since \(dP/dx=\tfrac12x^2e^{-x}\) is positive for \(x>0\), \(P\) rises steadily from 0 to 1, and there is one positive solution. Multiplying by \(10e^x\) and taking the logarithm turns the condition into a form suited to iteration:

\[
x=h(x),\qquad h(x)=\ln\left[10\left(1+x+\frac{x^2}{2}\right)\right].
\]

The slope is

\[
h'(x)=\frac{1+x}{1+x+x^2/2},
\]

which lies between 0 and 1 for \(x>0\). The difference \(h(x)-x\) therefore decreases with \(x\) and is positive below the root. A starting value below the root is moved upwards. Because \(h\) itself increases, the new value cannot pass the root. The iteration climbs to it without overshooting.

Start at \(x=5\). The bracket is \(1+5+12.5=18.5\), and the next value is \(\ln185=5.2204\). This is larger than 5, so the start was indeed below the root. Continuing,

\[
5.2204,\quad5.2906,\quad5.3125,\quad5.3193,\quad5.3214,\ \ldots\ \to\ 5.3223 .
\]

Near the root the slope is \(6.322/20.49\approx0.31\), so each step leaves about a third of the previous error. The radius is

\[
R=\frac{x}{2}\,a=2.661\,a=2.661\times40\ \text{bohr}=106.4\ \text{bohr}=5.63\ \text{nm}.
\]

The grid solution of the radial equation gives the same 90 percent radius to this accuracy. The number 2.661 belongs to every hydrogen-like ground state. For \(m=\varepsilon=1\), the hydrogen atom, the 90 percent radius is 2.661 bohr. The crystal changes the scale \(a\) but not the shape.

### Counting the atoms

Silicon has the diamond structure. Its cubic cell has eight corner atoms shared among eight cells, six face atoms shared between two, and four atoms wholly inside: \(1+3+4=8\). The estimated number of sites in the sphere is therefore

\[
N=\frac{8}{L^3}\,\frac{4\pi}{3}R^3
=\frac{5.052\times10^6\ \text{bohr}^3}{135.13\ \text{bohr}^3}
\approx3.74\times10^4 .
\]

The donor occupies one of these sites, so the number of silicon atoms is \(N-1\), a correction with no weight at this accuracy. Within this model the answer is about 37,000 silicon atoms; the last section shows that real donors enclose considerably fewer.

The tempting solution was too small by the factor \((R/a)^3=2.661^3\approx18.8\). An error of less than a factor of three in the radius became an error of nearly nineteen in the count.

## Is the volume estimate good enough?

Atoms are discrete, and the sphere cuts through the lattice. To see what this does, assign to each site the region of space closer to it than to any other site. All sites of the diamond lattice are equivalent, so all these regions have the volume \(L^3/8\). A region wholly inside the sphere contributes one site and one site's volume, and causes no error. The mismatch comes from regions cut by the surface.

A bound follows at once. The lattice includes the corners of the cubic cells, and no point is farther than \(d=\tfrac{\sqrt3}{2}L\), half the body diagonal, from the nearest corner. Each region thus reaches no farther than \(d\) from its site. The regions of all counted sites fit into a sphere of radius \(R+d\), and together they cover the sphere of radius \(R-d\). Hence

\[
\left(1-\frac dR\right)^3\le\frac{N_{\text{counted}}}{N}\le\left(1+\frac dR\right)^3 .
\]

The relative error thus vanishes at least as fast as \(3d/R\) for large spheres. Here \(R/L=10.37\), and the bound allows deviations of up to about 27 percent. It is a generous limit, since it treats all cut regions as if they erred in the same direction. In fact some have their site inside and part of their volume outside, while others have the reverse, and these contributions have opposite signs.

How well they cancel is settled by counting. An explicit diamond lattice centred on the donor has 37,469 sites within \(R\), hence 37,468 silicon atoms. This is 0.2 percent above the volume estimate. For sampled radii within 5 percent of \(R\), the largest deviation from the estimate is 0.7 percent. The last digits of the direct count describe this particular sphere in this particular model. They are not predictions for a real donor.

## Does the structure inside the cells matter?

The full wave function is the envelope multiplied by the Bloch function at the band minimum. For a single valley the full density is

\[
F^2(r)\,w(\mathbf r),
\]

where \(w\) has the period of the lattice and mean value one. It can be written as one plus ripples such as \(c\cos(\mathbf G\cdot\mathbf r)\), where \(\mathbf G\) is a reciprocal-lattice vector and \(c\) an amplitude. The "one" gives the result already found. The rest could change the enclosed charge.

Because \(F^2\) is spherical, the ripple may be averaged over directions first. With \(\mu\) the cosine of the angle between \(\mathbf G\) and \(\mathbf r\),

\[
\frac12\int_{-1}^{1}\cos(Gr\mu)\,d\mu=\frac{\sin Gr}{Gr}.
\]

A ripple of unit amplitude therefore adds the charge

\[
\Delta P=\int_0^R4\pi r^2F^2\,\frac{\sin Gr}{Gr}\,dr
=\frac{4\pi}{G}\int_0^RrF^2\sin Gr\,dr .
\]

One integration by parts shows why this is small:

\[
\Delta P=\frac{4\pi}{G^2}\left[-RF^2(R)\cos GR+\int_0^R\frac{d(rF^2)}{dr}\cos Gr\,dr\right].
\]

The factor \(1/G^2\) stands in front of both terms, and the remaining integrand still oscillates rapidly under a slowly varying factor. The first term is at most \(4\pi RF^2(R)/G^2\). For the shortest reciprocal-lattice vector, \(G=2\pi\sqrt3/L=1.060\) per bohr, that is about \(3\times10^{-5}\). Numerical integration of the whole expression gives \(\Delta P=-2.3\times10^{-5}\) electrons, negligible beside 0.9.

There is also a discrete version of the question. Give each site the weight \(F^2L^3/8\), the envelope density at the site times the volume per site, and add the weights inside \(R\). The sum is 0.9003, so the sphere holds 90 percent of the density whether it is treated as continuous or as shared among the atoms.

This argument covers one valley. If the state combines several valleys, the density also contains cross terms whose wave vectors are differences between valley positions. These can be shorter than \(\mathbf G\), and the numbers above do not carry over to them. The shortest difference, between opposite valleys after subtracting a reciprocal-lattice vector, is about \(0.3\times2\pi/L\). With the present spherical envelope a unit ripple of this wave number adds about \(4\times10^{-3}\) electrons inside \(R\), most of which is offset by the change in normalization.

## How firm is the number of atoms?

Inserting \(R=xa/2\) and \(a=\varepsilon/m\) into the count gives

\[
N=\frac{8}{L^3}\,\frac{4\pi}{3}\,\frac{x^3a^3}{8}
=\frac{4\pi x^3}{3L^3}\left(\frac{\varepsilon}{m}\right)^3 .
\]

The count depends on the cube of \(\varepsilon/m\). Raising the mass by ten percent, to 0.33, reduces the radius to 96.8 bohr. The cubic law predicts that the count falls to \((0.30/0.33)^3=0.751\) of its former value. A fresh count on the lattice gives 28,087 sites, a ratio of 0.750. The small difference is of the size expected from the surface mismatch. A ten percent rise in the mass thus removes a quarter of the atoms, far more than the mismatches from discreteness found by counting above.

The choice of 90 percent matters as well. Let \(\delta=1-P\) be the fraction left outside. Using \(dP/dx=\tfrac12x^2e^{-x}\) and \(\delta=e^{-x}(1+x+x^2/2)\),

\[
\frac{dx}{d\delta}=-\frac{2e^{x}}{x^2}
=-\frac1\delta\left(1+\frac2x+\frac{2}{x^2}\right).
\]

At the present root the bracket is about 1.45. Moving the target from 90 to 91 percent changes \(\delta\) by \(-0.01\), and to first order \(x\) grows by \(1.45\times0.01/0.1\approx0.14\). That is 2.7 percent of \(x\), and three times as much, about 8 percent, in \(N\). Solving \(P=0.91\) without the first-order approximation gives a somewhat larger rise in \(N\), 8.8 percent. A statement about the number of atoms "inside" a donor state has little meaning unless the enclosed fraction is named with it.

Finally, the model needs an envelope that is wide compared with the crystal cell. Here \(a/L\approx3.9\). The constant \(\varepsilon\) and the smooth envelope are least trustworthy close to the donor. Since \(e^{-t}\le1\) in the integral for \(P\), the fraction of the electron within \(L/2\) of the donor is at most \((L/a)^3/6\), which is below 0.3 percent. Little of the density sits there, but this does not make the region harmless, because the potential is strongest there and can shift the energy.

The effect on the outer envelope can be read from the equation itself. Far from the donor the potential and the term \(2F'/r\) become small, leaving \(F''\approx2m|E|F\), so \(F\) falls roughly as \(e^{-\kappa r}\) with \(\kappa=\sqrt{2m|E|}\). An extra attraction near the donor that deepens the level makes this distant decay faster. At \(r=R\) the two dropped terms are not yet small: in the present solution each has the size \(2a/R\approx0.75\) relative to \(F''\), and they cancel because their signs are opposite. The distant form therefore indicates the direction of the change, not its size. One should then expect a smaller 90 percent radius and fewer enclosed atoms than found here, and the reduction is not small. The model level lies 28 meV below the band edge, while the measured ground levels of Sb, P and As in silicon lie about 43, 46 and 54 meV below it. If a short-range attractive well is added to the same radial equation and tuned to these levels, the 90 percent radius drops to roughly 76, 72 and 63 bohr, enclosing roughly 13,000, 11,500 and 8,000 sites. The mass anisotropy matters less: with transverse and longitudinal masses 0.19 and 0.92 and the same \(\varepsilon\), a variational ellipsoidal envelope raises the count by about 14 percent. The figure of 37,000 thus describes the purely hydrogenic model, not the ground state of a real donor. The main figures of the hydrogenic model are listed in the numerical output.

## Computed values

```
effective mass m = 0.30 electron masses
dielectric constant eps = 12.0
silicon cell edge L = 10.2631 bohr
one bohr = 0.0529177 nm
donor radius a = 40.000 bohr
level from formula = -1.04167 millihartree
level from grid = -1.04167 millihartree
iterates of x: 5.0000 5.2204 5.2906 5.3125 5.3193 5.3214 5.3220 5.3222 5.3223
root x = 5.32232
ratio R/a = 2.66116
90 percent radius R = 106.446 bohr
90 percent radius R = 5.633 nm
90 percent radius from grid = 106.447 bohr
fraction inside R by quadrature = 0.900000
fraction inside a by quadrature = 0.3233
ratio R/L = 10.372
sphere volume = 5.0522e+06 bohr^3
volume per site = 135.130 bohr^3
sites from volume estimate N = 37388
sites counted on lattice = 37469
silicon atoms counted, donor excluded = 37468
count minus estimate = 0.217 percent
largest mismatch, radii within 5 percent = 0.687 percent
sites estimated inside radius a = 1984
density summed over sites inside R = 0.90032
shortest reciprocal vector G = 1.0604 per bohr
charge from unit ripple inside R = -2.30e-05 electrons
heavier mass = 0.33 electron masses
R for heavier mass = 96.769 bohr
sites counted for heavier mass = 28087
count ratio from lattice = 0.7496
count ratio from cubic law = 0.7513
```
